**Stripe domains between perfect electrodes: stray energy, threshold and equilibrium width**

The program treats 180 degree stripes of width $w$ in a film of thickness $d$, with polarization $\pm P$, wall energy $s$ per area, and a dielectric layer of thickness $h$ between each face and a shorted perfect electrode. The result under test is that a finite equilibrium width exists if and only if $sd<g$, where $g$ is the electrostatic gain per unit length of an isolated wall, and that the stray energy vanishes for ideal contact. A two-dimensional grid solution of Poisson's equation is asserted to agree with the Fourier series within 1%, to give zero stray energy at $h=0$ for three stripe widths, and to give a nonzero energy when a wall ends inside the film. For isolated neutral plates, the grid energy is asserted to depend on the mean polarization and not on the stripe width in the patterns tried. Mode sums are compared with Fourier sums and with the integral for $g$, and energy scans assert one minimum at $sd=0.9\,g$ and a steady fall at $sd=1.1\,g$. Direct minimization confirms the Kittel width of a bare film, 6.05 nm at $d=100$ nm for the model parameters. The output shows that stripes disappear below $h\approx0.65$ nm at $d=100$ nm, and above $d\approx287$ nm at $h=1$ nm; scans on both sides of each threshold are asserted to agree.

## Numerical check

```python
"""
Ferroelectric 180-degree stripes between perfect, shorted electrodes.

Result under test: with ideal contact the stray energy is zero for every
stripe width, so no Kittel width exists.  With a dielectric layer between
film and electrode, a finite equilibrium width exists if and only if the wall
energy per unit wall length, s*d, is below the electrostatic gain g of an
isolated wall.  The square-root law returns for thick layers and thick films.

Symbols: d film thickness, h thickness of each layer, w stripe width,
ex, ez film permittivities in plane and normal, ed layer permittivity,
P polarization, s wall energy per area.
Reduced units: lengths in nm, energy per film area in units of (P^2/eps0)*nm,
so that the wall energy is ell*d/w with ell = s*eps0/P^2.
A stack is the tuple (d, h, ex, ez, ed).
"""
import numpy as np
from scipy import sparse
from scipy.constants import epsilon_0
from scipy.integrate import simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.sparse.linalg import spsolve
from scipy.special import zeta

ODD = 2.0 * np.arange(20000) + 1.0
WEIGHT = 8.0 / (np.pi * ODD) ** 2


def film_constants(stack):
    d, h, ex, ez, ed = stack
    return np.sqrt(ex * ez), 0.5 * d * np.sqrt(ex / ez)


def stiffness(k, stack):
    """Interface charge divided by interface potential at wave number k."""
    ei, b = film_constants(stack)
    h, ed = stack[1], stack[4]
    return k * (ed / np.tanh(k * h) + ei / np.tanh(k * b))


def stiffness_slope(k, stack):
    ei, b = film_constants(stack)
    h, ed = stack[1], stack[4]

    def slope(x):
        y = np.minimum(x, 300.0)
        return 1.0 / np.tanh(x) - y / np.sinh(y) ** 2
    return ed * slope(k * h) + ei * slope(k * b)


def stray_energy(w, stack):
    return np.sum(WEIGHT / stiffness(ODD * np.pi / w, stack))


def single_energy(stack):
    d, h, ex, ez, ed = stack
    return 1.0 / (ed / h + 2.0 * ez / d)


def wall_gain(stack):
    """Electrostatic gain per length of one isolated wall (nm^2)."""
    b = film_constants(stack)[1]
    h = stack[1]
    k = np.geomspace(1e-3 / (b + h), 1e4 / min(h, b), 6001)
    h0 = single_energy(stack)
    kernel = (h0 - 1.0 / stiffness(k, stack)) / k ** 2
    body = simpson(kernel * k, x=np.log(k))
    return 4.0 / np.pi * (body + kernel[0] * k[0] + h0 / k[-1])


def width_force(w, stack):
    """w^2 times the derivative of the stray energy with respect to w."""
    k = ODD * np.pi / w
    return w * np.sum(WEIGHT * k * stiffness_slope(k, stack)
                      / stiffness(k, stack) ** 2)


def equilibrium_width(ell, stack):
    wall = ell * stack[0]
    if wall >= wall_gain(stack):
        return np.inf
    return np.exp(brentq(lambda u: width_force(np.exp(u), stack) - wall,
                         np.log(0.05), np.log(20.0 * stack[0])))


def kittel_width(ell, d, ei, ed):
    return np.sqrt(np.pi ** 3 * (ed + ei) * ell * d / (7.0 * zeta(3)))


def grid_solution(pol, ez_cell, ex_cell, dx, dz, volt=0.0):
    """Poisson equation on a grid, periodic in x, electrodes at both ends.
    pol[j, i] is the polarization on vertical link j of column i.
    Returns field energy per area and mean displacement at the top plate."""
    nz, nx = pol.shape
    main = (ez_cell[:-1] + ez_cell[1:]) / dz ** 2
    off = -ez_cell[1:-1] / dz ** 2
    lz = sparse.diags([off, main, off], [-1, 0, 1])
    lx = sparse.diags([2.0 * np.ones(nx), -np.ones(nx - 1),
                       -np.ones(nx - 1)], [0, 1, -1]).tolil()
    lx[0, nx - 1] = lx[nx - 1, 0] = -1.0
    ex_row = 0.5 * (ex_cell[:-1] + ex_cell[1:])
    matrix = (sparse.kron(lz, sparse.identity(nx))
              + sparse.kron(sparse.diags(ex_row), lx.tocsr() / dx ** 2))
    source = -(pol[1:] - pol[:-1]) / dz
    source[-1] += ez_cell[-1] * volt / dz ** 2
    phi = np.zeros((nz + 1, nx))
    phi[-1] = volt
    phi[1:-1] = spsolve(matrix.tocsc(), source.ravel()).reshape(nz - 1, nx)
    field_z = -(phi[1:] - phi[:-1]) / dz
    field_x = -(np.roll(phi, -1, axis=1) - phi)[1:-1] / dx
    energy = 0.5 * dz * (np.sum(ez_cell[:, None] * field_z ** 2)
                         + np.sum(ex_row[:, None] * field_x ** 2)) / nx
    top = np.mean(ez_cell[-1] * field_z[-1] + pol[-1])
    return energy, top


# ---- grid solution against the Fourier series, layers present -------------
STEP = 0.125
grid_rows = []
for w_t, h_t in ((8.0, 2.0), (4.0, 1.0), (8.0, 0.5)):
    stack_t = (10.0, h_t, 6.0, 3.0, 2.0)
    n_layer, n_film = round(h_t / STEP), round(10.0 / STEP)
    half = round(w_t / STEP)
    in_film = np.r_[np.zeros(n_layer), np.ones(n_film), np.zeros(n_layer)]
    stripes = np.r_[np.ones(half), -np.ones(half)]
    e_grid, _ = grid_solution(np.outer(in_film, stripes),
                              np.where(in_film > 0, 3.0, 2.0),
                              np.where(in_film > 0, 6.0, 2.0), STEP, STEP)
    e_series = stray_energy(w_t, stack_t)
    # one per cent covers the finite grid step at the charged interfaces
    assert abs(e_grid / e_series - 1.0) < 0.01
    assert e_series < single_energy(stack_t)
    grid_rows.append((w_t, h_t, e_grid, e_series))

# ---- ideal contact: zero field; a wall ending inside still costs energy ---
n_film, n_col = 40, 64
ez_f, ex_f = np.full(n_film, 3.0), np.full(n_film, 6.0)
for half in (4, 8, 32):
    pattern = np.where((np.arange(n_col) // half) % 2 == 0, 1.0, -1.0)
    e_ideal, _ = grid_solution(np.outer(np.ones(n_film), pattern),
                               ez_f, ex_f, 0.25, 0.25)
    assert e_ideal < 1e-12
blunt = np.ones((n_film, n_col))
blunt[:n_film // 2, :n_col // 2] = -1.0
e_blunt, _ = grid_solution(blunt, ez_f, ex_f, 0.25, 0.25)
assert e_blunt > 0.01

# ---- isolated neutral plates: only the mean polarization matters ----------
for period, up in ((64, 32), (16, 8), (64, 48), (16, 12), (64, 64)):
    pattern = np.where(np.arange(n_col) % period < up, 1.0, -1.0)
    pol = np.outer(np.ones(n_film), pattern)
    top0 = grid_solution(pol, ez_f, ex_f, 0.25, 0.25, 0.0)[1]
    top1 = grid_solution(pol, ez_f, ex_f, 0.25, 0.25, 1.0)[1]
    v_open = top0 / (top0 - top1)
    e_open, _ = grid_solution(pol, ez_f, ex_f, 0.25, 0.25, v_open)
    mean_p = 2.0 * up / period - 1.0
    assert abs(e_open - mean_p ** 2 * 10.0 / (2.0 * 3.0)) < 1e-8

# ---- mode sum against Fourier sum and against the gain integral -----------
stack_t = (10.0, 2.0, 6.0, 3.0, 2.0)
ei_t, b_t = film_constants(stack_t)
h_t, ed_t = stack_t[1], stack_t[4]
q_top = 200.0
poles = np.sort(np.r_[0.0, np.arange(1, int(q_top * h_t / np.pi)) * np.pi / h_t,
                      np.arange(1, int(q_top * b_t / np.pi)) * np.pi / b_t])
poles = poles[poles < 0.95 * q_top]


def mode_condition(q):
    return ed_t / np.tan(q * h_t) + ei_t / np.tan(q * b_t)


modes = np.array([brentq(mode_condition, lo + 1e-6 * (hi - lo),
                         hi - 1e-6 * (hi - lo))
                  for lo, hi in zip(poles[:-1], poles[1:])])
strength = 2.0 / (ed_t * h_t / np.sin(modes * h_t) ** 2
                  + ei_t * b_t / np.sin(modes * b_t) ** 2)
gain_t = wall_gain(stack_t)
assert abs(2.0 * np.sum(strength / modes ** 3) / gain_t - 1.0) < 1e-3
for w_t in (1.0, 5.0, 20.0):
    by_modes = 2.0 * np.sum(strength / modes ** 3 * np.tanh(modes * w_t / 2))
    by_fourier = w_t * (single_energy(stack_t) - stray_energy(w_t, stack_t))
    assert abs(by_modes / by_fourier - 1.0) < 1e-3

# ---- one minimum below the threshold, none above --------------------------
w_scan = np.geomspace(0.3, 60.0, 250)
f_scan = np.array([stray_energy(w, stack_t) for w in w_scan])
below = np.diff(0.9 * gain_t / w_scan + f_scan)
above = np.diff(1.1 * gain_t / w_scan + f_scan)
assert below[0] < 0 < below[-1]
assert np.count_nonzero(np.diff(np.sign(below))) == 1
assert np.all(above < 0)

# ---- worked example -------------------------------------------------------
P, s_wall = 0.3, 0.010
e_film, e_layer, d0 = 100.0, 40.0, 100.0
ell = s_wall * epsilon_0 / P ** 2 * 1e9
to_mj = P ** 2 / epsilon_0 * 1e-9 * 1e3      # reduced energy to mJ/m^2


def example(d, h):
    return (d, h, e_film, e_film, e_layer)


def total_energy(w, stack):
    return ell * stack[0] / w + stray_energy(w, stack)


# bare film: vacuum gaps far thicker than any stripe width
bare = (d0, 1e6, e_film, e_film, 1.0)
w_bare = kittel_width(ell, d0, e_film, 1.0)
best = minimize_scalar(lambda w: total_energy(w, bare), bounds=(1.0, 40.0),
                       method="bounded", options={"xatol": 1e-7})
assert abs(best.x / w_bare - 1.0) < 1e-3
w_bare_4d = equilibrium_width(ell, (4 * d0,) + bare[1:])
assert abs(w_bare_4d / best.x - 2.0) < 2e-3

# equilibrium width from the force balance against direct minimization
stack_1 = example(d0, 1.0)
w_1 = equilibrium_width(ell, stack_1)
best_1 = minimize_scalar(lambda u: total_energy(np.exp(u), stack_1),
                         bounds=(np.log(w_1 / 4), np.log(w_1 * 4)),
                         method="bounded", options={"xatol": 1e-8})
assert abs(np.exp(best_1.x) / w_1 - 1.0) < 1e-3
assert best_1.fun < single_energy(stack_1)

# smallest layer thickness that allows stripes, checked by energy scans
h_crit = brentq(lambda h: wall_gain(example(d0, h)) - ell * d0, 0.05, 5.0)
w_scan = np.geomspace(1.0, 2000.0, 300)
for factor, stripes_win in ((0.97, False), (1.03, True)):
    stack = example(d0, factor * h_crit)
    lowest = min(total_energy(w, stack) for w in w_scan)
    assert (lowest < single_energy(stack)) == stripes_win

# largest film thickness that allows stripes at h = 1 nm, checked likewise
d_crit = brentq(lambda d: wall_gain(example(d, 1.0)) - ell * d, 50.0, 5000.0)
for factor, stripes_win in ((0.95, True), (1.05, False)):
    stack = example(factor * d_crit, 1.0)
    w_scan = np.geomspace(1.0, 15.0 * d_crit, 300)
    lowest = min(total_energy(w, stack) for w in w_scan)
    assert (lowest < single_energy(stack)) == stripes_win


def show(w):
    return "none (single domain)" if np.isinf(w) else f"{w:.2f} nm"


print("Grid check, reduced units (d=10, ex=6, ez=3, ed=2):")
for w_t, h_t, e_grid, e_series in grid_rows:
    print(f"  w={w_t:.0f} h={h_t:.1f}: grid {e_grid:.5f}, series {e_series:.5f}")
print(f"  ideal contact, wall ending inside: {e_blunt:.4f}")
print(f"P = {P} C/m^2, wall energy = {s_wall*1e3:.0f} mJ/m^2")
print(f"film permittivity {e_film:.0f}, layer permittivity {e_layer:.0f}")
print(f"film thickness d = {d0:.0f} nm")
print(f"ell = s eps0/P^2 = {ell:.4e} nm")
print(f"energy unit (P^2/eps0)*1 nm = {to_mj:.1f} mJ/m^2")
print("Bare film in vacuum:")
print(f"  Kittel width, formula = {w_bare:.3f} nm")
print(f"  width by minimization = {best.x:.3f} nm")
print(f"  width at d = {4*d0:.0f} nm: {w_bare_4d:.3f} nm")
print(f"  wall energy per area = {ell*d0/w_bare*to_mj:.1f} mJ/m^2")
print(f"  stray energy per area = {stray_energy(w_bare, bare)*to_mj:.1f} mJ/m^2")
print(f"  single domain, rigid P = {d0/(2*e_film)*to_mj:.0f} mJ/m^2")
print("Ideal shorted electrodes, wall energy (= total energy):")
for w in (w_bare, 10 * w_bare, 100 * w_bare):
    print(f"  w = {w:.2f} nm: {ell*d0/w*to_mj:.2f} mJ/m^2")
print(f"Layers, d = {d0:.0f} nm; s*d = {ell*d0:.5f} nm^2 (reduced)")
print("  h (nm), gain g (nm^2), single-domain energy (mJ/m^2), width")
for h in (0.1, 0.25, 0.5, 1.0, 2.0, 5.0, 20.0):
    stack = example(d0, h)
    print(f"  {h:5.2f} {wall_gain(stack):9.5f} {single_energy(stack)*to_mj:8.2f}"
          f"  {show(equilibrium_width(ell, stack))}")
print(f"  Kittel width with ed = {e_layer:.0f}, h >> w: "
      f"{kittel_width(ell, d0, e_film, e_layer):.3f} nm")
print(f"  smallest h with stripes = {h_crit:.4f} nm")
print("Layers h = 1 nm: d (nm), equilibrium width, bare-film Kittel width")
for d in (25.0, 50.0, 100.0, 200.0, 400.0, 800.0):
    print(f"  {d:4.0f}  {show(equilibrium_width(ell, example(d, 1.0)))}"
          f"  | {kittel_width(ell, d, e_film, 1.0):.2f} nm")
print(f"  largest d with stripes = {d_crit:.1f} nm")
e_dep = 2 * single_energy(stack_1) / d0 * P / epsilon_0
print(f"Single domain, d = {d0:.0f} nm, h = 1 nm: field = {e_dep/1e6:.2f} MV/m")
print(f"  linear response / P = {epsilon_0*e_film*e_dep/P:.4f}")
print("no test failed")
```

Printed output:

```
Grid check, reduced units (d=10, ex=6, ez=3, ed=2):
  w=8 h=2.0: grid 0.29869, series 0.29883
  w=4 h=1.0: grid 0.14982, series 0.15005
  w=8 h=0.5: grid 0.15546, series 0.15556
  ideal contact, wall ending inside: 0.5434
P = 0.3 C/m^2, wall energy = 10 mJ/m^2
film permittivity 100, layer permittivity 40
film thickness d = 100 nm
ell = s eps0/P^2 = 9.8380e-04 nm
energy unit (P^2/eps0)*1 nm = 10164.7 mJ/m^2
Bare film in vacuum:
  Kittel width, formula = 6.051 nm
  width by minimization = 6.051 nm
  width at d = 400 nm: 12.102 nm
  wall energy per area = 165.3 mJ/m^2
  stray energy per area = 165.3 mJ/m^2
  single domain, rigid P = 5082 mJ/m^2
Ideal shorted electrodes, wall energy (= total energy):
  w = 6.05 nm: 165.26 mJ/m^2
  w = 60.51 nm: 16.53 mJ/m^2
  w = 605.10 nm: 1.65 mJ/m^2
Layers, d = 100 nm; s*d = 0.09838 nm^2 (reduced)
  h (nm), gain g (nm^2), single-domain energy (mJ/m^2), width
   0.10   0.00380    25.29  none (single domain)
   0.25   0.01926    62.74  none (single domain)
   0.50   0.06350   123.96  none (single domain)
   1.00   0.20086   242.02  18.38 nm
   2.00   0.59892   462.03  9.15 nm
   5.00   2.21583  1016.47  7.27 nm
  20.00  10.14446  2541.17  7.12 nm
  Kittel width with ed = 40, h >> w: 7.124 nm
  smallest h with stripes = 0.6485 nm
Layers h = 1 nm: d (nm), equilibrium width, bare-film Kittel width
    25  4.58 nm  | 3.03 nm
    50  8.24 nm  | 4.28 nm
   100  18.38 nm  | 6.05 nm
   200  67.65 nm  | 8.56 nm
   400  none (single domain)  | 12.10 nm
   800  none (single domain)  | 17.11 nm
  largest d with stripes = 286.7 nm
Single domain, d = 100 nm, h = 1 nm: field = 16.13 MV/m
  linear response / P = 0.0476
no test failed
```
